\section*{Why can a heat spreader warm an unpowered neighbouring device?}

\section*{Question}

I am modelling a silicon-on-insulator chip: a 100 nm silicon film on 400 nm of buried oxide, with the underside of the oxide held at the sink temperature. A long, narrow transistor finger dissipates 300 $\mu$W per $\mu$m of its length. A second device, parallel to it and 5 $\mu$m away, is switched off.

I then cover the film with 500 nm of aluminium nitride and change nothing else. The finger's rise above the sink falls from 33 K to 13 K, as I hoped, but the idle device goes from 0.7 K to 2.8 K. I have only added a good conductor. Shouldn't every thermal resistance to the sink go down? Is my model wrong?

\section*{Answer}

Your numbers are right for that model. Added conductor cannot raise the resistance from an isothermal source to the sink. The temperature of an idle neighbour is set by a different quantity, a transfer resistance, which can go either way.

\subsection*{The smallest case}

Let source 1 and neighbour 2 each have a link of conductance $g$ to the sink, and add a bridge $b$ between them. Temperatures are rises above the sink. With power $P$ in the source alone, the heat balances are
\begin{align}
(g+b)T_1-bT_2&=P, & -bT_1+(g+b)T_2&=0 .
\end{align}
The second gives $T_2=bT_1/(g+b)$. Inserting this in the first gives $T_1[(g+b)^2-b^2]/(g+b)=P$, and since $(g+b)^2-b^2=g(g+2b)$,
\begin{equation}
T_1=\frac{P(g+b)}{g(g+2b)},\qquad T_2=\frac{Pb}{g(g+2b)} .
\end{equation}
For $g=b=1$ mW/K and $P=10$ mW, the bridge takes the source from 10 K to 6.7 K and the neighbour from 0 to 3.3 K. The sum $T_1+T_2=P/g$ does not depend on $b$: the same heat must still leave through the same two sink links.

\subsection*{What is guaranteed}

Assume steady Fourier conduction with a symmetric conductivity $k$ that does not depend on temperature, and one sink temperature. The devices are fixed isothermal regions. Heat leaves through isothermal contacts or through faces with flux $h\theta$; other faces are insulated. ``Adding conductor'' means $k'\ge k$ everywhere and $h'\ge h$, where a prime marks the state after the addition. The space to be filled holds a poor conductor, such as air, beforehand, so both states occupy the same region.

Let $\theta_i$ be the field for unit power in device $i$ alone, and let $R_{ij}$ be the rise of device $i$ per unit power in device $j$. Take any $v$ that vanishes on the isothermal sink contacts and has a constant value $v_j$ on each device $j$. Multiply $\nabla\cdot(k\nabla\theta_i)=0$ by $v$ and integrate by parts over the region outside the devices. The surface of device $i$ contributes $v_i$, because unit heat enters there; the other devices contribute zero net heat, and the cooled faces contribute $-\int h\theta_i v\,dA$. Therefore
\begin{equation}
a(\theta_i,v)\equiv\int k\,\nabla\theta_i\cdot\nabla v\,dV+\int h\,\theta_i v\,dA=v_i .
\label{weak}
\end{equation}
Choosing $v=\theta_j$ gives $a(\theta_i,\theta_j)=R_{ij}$. Since $a$ is symmetric, $R_{ij}=R_{ji}$.

Let $a'$ be the same form with $k'$ and $h'$, and let $d=a'-a$, so that $d(u,u)\ge0$. For the source, write $\theta=\theta_1$, $R=R_{11}$. Equation \eqref{weak}, before and after, gives
\begin{equation}
a(\theta,\theta)=R,\quad a(\theta,\theta')=R',\quad a'(\theta',\theta')=R',\quad a'(\theta',\theta)=R .
\end{equation}
Neither form can be negative when both its arguments are $\theta-\theta'$, so
\begin{align}
0&\le a(\theta-\theta',\theta-\theta')=R-2R'+[R'-d(\theta',\theta')],\\
0&\le a'(\theta-\theta',\theta-\theta')=[R+d(\theta,\theta)]-2R+R' .
\end{align}
Rearranged, these say
\begin{equation}
0\le d(\theta',\theta')\le R_{11}-R'_{11}\le d(\theta,\theta).
\label{bounds}
\end{equation}
The source's own resistance cannot rise.

With several powers $P_i$, use $\theta=\sum_iP_i\theta_i$. The right side of \eqref{weak} becomes $\sum_iP_iv_i$, and the same steps show that $\sum_iP_iT_i$ cannot rise. Hence the powered devices cannot all get hotter. An idle device has zero weight in this sum, so the sum does not protect it.

\subsection*{What decides the neighbour's fate}

Apply \eqref{weak} to the pair $\theta'_1,\theta_2$. In the new state, $a'(\theta'_1,\theta_2)$ is the value of $\theta_2$ on device 1, which is $R_{12}$. In the old state, $a(\theta_2,\theta'_1)$ is the value of $\theta'_1$ on device 2, which is $R'_{21}$. Subtracting, and using $R_{12}=R_{21}$,
\begin{equation}
R'_{21}-R_{21}=-\int(k'-k)\nabla\theta'_1\cdot\nabla\theta_2\,dV-\int(h'-h)\theta'_1\theta_2\,dA .
\label{transfer}
\end{equation}
No approximation has been made. For isotropic added conductivity, material lying where the two gradients oppose each other contributes warming; where they are aligned, it contributes cooling. Better contact to the sink alone ($k'=k$, $h'>h$) warms nobody, because neither field is negative.

The warming is also limited. When device 1 alone is powered, the maximum principle puts the highest temperature on it, so $R'_{21}\le R'_{11}\le R_{11}$. The idle device cannot become hotter than the source was originally.

\subsection*{Your film}

Treat the conducting layers as one sheet of conductance $K=\sum kt$, where $t$ is thickness, losing heat through oxide of conductance $h=k_{\rm ox}/t_{\rm ox}$ per area. Away from a line source of power $p$ per length at $x=0$,
\begin{equation}
K\frac{d^2\theta}{dx^2}=h\theta,\qquad \theta=Ae^{-|x|/\lambda},\qquad \lambda=\sqrt{K/h}.
\end{equation}
Half the power flows to each side, so $2KA/\lambda=p$ and
\begin{equation}
\theta(x)=\frac{p}{2\sqrt{Kh}}\,e^{-|x|/\lambda}.
\label{film}
\end{equation}

I take rough typical conductivities: 60 W/(m K) for the thin silicon and for the nitride, 1.4 W/(m K) for the oxide. Because 1 W/(m K) equals 1 $\mu$W/($\mu$m K), $h=1.4/0.4=3.5$ $\mu$W/($\mu$m$^2$ K). The sheet conductance goes from $60\times0.1=6$ to $6+60\times0.5=36$ $\mu$W/K, and the healing length $\lambda$ from 1.31 to 3.21 $\mu$m. Then
\begin{align}
\text{finger:}\quad&\frac{300}{2\sqrt{6\times3.5}}=32.7\ \text{K}\;\to\;\frac{300}{2\sqrt{36\times3.5}}=13.4\ \text{K},\\
\text{neighbour:}\quad&32.7\,e^{-5/1.31}=0.72\ \text{K}\;\to\;13.4\,e^{-5/3.21}=2.8\ \text{K}.
\end{align}

Integrating \eqref{film} gives $\int h\theta\,dx=h\lambda p/\sqrt{Kh}=p$ for every $K$. With $h$ held fixed, a cooler region around the finger has to be paid for by a warmer region elsewhere.

Equation \eqref{transfer} shows where the neighbour's extra heat comes from. Let $s$ be the separation. The unit-power gradients have magnitudes $e^{-|x|/\lambda'}/(2K')$ and $e^{-|x-s|/\lambda}/(2K)$. They are opposed between the devices and aligned outside them, so integration over the two regions gives
\begin{equation}
R'_{21}-R_{21}=\frac{K'-K}{4KK'}\left[
\frac{e^{-s/\lambda'}-e^{-s/\lambda}}{1/\lambda-1/\lambda'}
-\frac{e^{-s/\lambda'}+e^{-s/\lambda}}{1/\lambda+1/\lambda'}\right].
\end{equation}
Multiplied by $p$, the first term is $+4.34$ K and the second $-2.25$ K. Their sum is the $+2.1$ K you found.

\subsection*{How far away, and how much spreader?}

From \eqref{film}, $\ln\theta=\text{const}-\tfrac12\ln K-x\sqrt{h/K}$ for $x>0$, so
\begin{equation}
\frac{d\ln\theta}{d\ln K}=\frac12\left(\frac{x}{\lambda}-1\right).
\end{equation}
For a long finger over an ideal sink, a small addition cools everything within one healing length of the source and warms everything beyond it. For a short finger the border lies farther out: opposite the middle of one 5 $\mu$m long, it is at about 1.3 healing lengths for the bare film and about 1.5 for the coated one. For your finite addition, the two profiles cross where $e^{-x/\lambda}/\lambda=e^{-x/\lambda'}/\lambda'$, since $1/\sqrt{Kh}=1/(h\lambda)$. Taking logarithms,
\begin{equation}
x_c=\frac{\ln(\lambda'/\lambda)}{1/\lambda-1/\lambda'}=2.0\ \mu\text{m}.
\end{equation}
Your neighbour, at 5 $\mu$m, is well beyond this.

At fixed $x$ the neighbour is hottest when $\lambda=x$, that is $K=hx^2=3.5\times25=87.5$ $\mu$W/K. Its rise is then $p/(2ehx)=3.2$ K, so your spreader is already near the worst case. More nitride eventually helps, but over an ideal sink not enough to restore the original 0.72 K. The sheet formula would put that return at $K\approx10^4$ $\mu$W/K, or about 170 $\mu$m of nitride. This is thicker than the corresponding healing length of 54 $\mu$m, so the thin-sheet model has failed by then. When conduction through the thickness is resolved, the neighbour's rise levels off near 1.6 K, however thick the nitride. This floor belongs to the ideal sink: with the silicon substrate described below, a little over 20 $\mu$m of nitride returns the neighbour to its uncoated 3.8 K, and 50 $\mu$m brings it to about 3.5 K. A much better conductor can do more: in the same model with an ideal sink, 20 $\mu$m of material at 1000 W/(m K), a value possible for good diamond, brings the neighbour to about 0.6 K.

If the neighbour dissipates power $p_2$ per length, it also gains from its own lower resistance. In a uniform film $R_{22}=R_{11}$, and it warms only if
\begin{equation}
\frac{p_2}{p}<\frac{R'_{21}-R_{21}}{R_{11}-R'_{11}}
=\frac{0.00937-0.00240}{0.1091-0.0445}=0.11,
\end{equation}
with resistances in K $\mu$m/$\mu$W. In this film model, above about 11\% of the finger's power, the same spreader cools both devices. This holds up to about $1/0.11\approx9$ times the finger's power; beyond that, by the same argument with the roles exchanged, the finger is the one that warms. Both limits shift with the details of the model: the two-dimensional calculation described below gives about 14\% and a factor of 7. They also assume long fingers. For two parallel fingers 5 $\mu$m long, compared at their middles, the film model gives a lower limit of about 3.6\% over the ideal sink and about 3.2\% with the substrate described below.

\subsection*{Why the source must be isothermal}

If the source has internal temperature differences, its peak can rise. Let its parts A and B dissipate 3 mW and 1 mW. A and an unpowered node C each have 1 mW/K to the sink, and B reaches C through 0.4 mW/K. Then $T_A=3$ K, $T_C=1$ K and $T_B=1+1/0.4=3.5$ K. Add 1 mW/K between A and C. All of B's heat still passes through C, so
\begin{equation}
2T_A-T_C=3\ \text{K},\qquad 2T_C-T_A=1\ \text{K},
\end{equation}
which gives $T_A=7/3$ K, $T_C=5/3$ K and $T_B=5/3+2.5=4.2$ K. The peak has risen from 3.5 to 4.2 K, while the power-weighted mean has fallen from 3.1 to 2.8 K, as the theorem requires for a fixed power map.

\subsection*{How this compares with a real chip}

The layer values are rough, and the conductivity of a nitride film depends strongly on its growth. Two assumptions matter most: the ideal sink directly under the oxide and the infinitely long finger. The first moves the neighbour's temperature by about 3 K. Shortening the finger to 5 $\mu$m moves it by 0.3 to 1.6 K over the ideal sink, and by 3 to 4 K once the substrate is included. To test the first, I put 300 $\mu$m of silicon at 140 W/(m K) below the oxide, cooled at its back, and solved by Fourier transform along $x$. The finger then goes from 37 to 17 K and the neighbour from 3.8 to 5.8 K. The substrate adds about 3 K to the neighbour in both states, but the spreader's effect remains about $+2$ K. These temperatures are for an infinitely long finger; a finite one gives lower values in the same model, because part of the heating is removed. The neighbour's warming can shrink too: opposite the middle of a finger 5 $\mu$m long, with the substrate included, the neighbour goes from 0.8 to 1.5 K, a warming of about 0.7 K instead of 2 K.

A two-dimensional finite-volume calculation, with the ideal sink restored, allows for devices 0.2 $\mu$m wide, air before the nitride, and an interface resistance of $10^{-8}$ m$^2$ K/W. It gives 30 to 16 K for the finger and 0.76 to 2.8 K for the neighbour.

Conductivity that falls with temperature lies outside the proof. I solved the film equation by finite differences with both layers scaled as $(300\ \text{K}/T)^{1.3}$, a rough law, and the sink at 350 K. The finger goes from 38 to 15 K and the neighbour from 0.5 to 2.6 K, so the conclusion survives in this case.

Two features of real layouts need separate treatment. An oxide trench between the devices breaks the continuous silicon film assumed here, and I have not computed that case. And if silicon is removed to make room for a metal via and its insulating liner, $k'\ge k$ fails somewhere, so even the guarantee for the source is lost.
